# Perihelion advance of two charges in the Darwin approximation: test program

```python
"""Perihelion advance of two charges obeying the Darwin Lagrangian.

Result under test: advance per radial revolution = pi*x**2*(1 + O(x**2)),
x = k/(c*L), for every mass ratio.  The potential energy is -k/r, c is the
speed of light, L the canonical angular momentum in the frame of zero total
canonical momentum, m1 and m2 the masses, mu the reduced mass.
Atomic units inside; eV and angstrom in the printed example.
"""
import numpy as np
from math import pi, sqrt, atan2
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def velocities(state, m1, m2, k, c, magnetic):
    """Invert p_i = d(Lagrangian)/d(v_i) by fixed-point iteration."""
    x1, y1, x2, y2, px1, py1, px2, py2 = state
    dx, dy = x1 - x2, y1 - y2
    r = sqrt(dx * dx + dy * dy)
    nx, ny = dx / r, dy / r
    w = magnetic * k / (2 * c * c * r)
    ax, ay, bx, by = px1 / m1, py1 / m1, px2 / m2, py2 / m2
    for _ in range(10):
        an, bn = ax * nx + ay * ny, bx * nx + by * ny
        f1 = m1 * (1 + (ax * ax + ay * ay) / (2 * c * c))
        f2 = m2 * (1 + (bx * bx + by * by) / (2 * c * c))
        ax, ay, bx, by = ((px1 + w * (bx + nx * bn)) / f1,
                          (py1 + w * (by + ny * bn)) / f1,
                          (px2 + w * (ax + nx * an)) / f2,
                          (py2 + w * (ay + ny * an)) / f2)
    return r, nx, ny, ax, ay, bx, by


def motion(t, state, m1, m2, k, c, magnetic):
    """Euler-Lagrange equations of both particles."""
    r, nx, ny, ax, ay, bx, by = velocities(state, m1, m2, k, c, magnetic)
    an, bn = ax * nx + ay * ny, bx * nx + by * ny
    w = magnetic * k / (2 * c * c)
    radial = -k + w * (ax * bx + ay * by + 3 * an * bn)
    fx = (radial * nx - w * (ax * bn + bx * an)) / r**2
    fy = (radial * ny - w * (ay * bn + by * an)) / r**2
    return [ax, ay, bx, by, fx, fy, -fx, -fy]


def separation_rate(t, state, m1, m2, k, c, magnetic):
    r, nx, ny, ax, ay, bx, by = velocities(state, m1, m2, k, c, magnetic)
    return (ax - bx) * nx + (ay - by) * ny


separation_rate.direction = 1      # minima of the separation only


def energy(state, m1, m2, k, c, magnetic):
    """Sum of p.v minus the Lagrangian."""
    r, nx, ny, ax, ay, bx, by = velocities(state, m1, m2, k, c, magnetic)
    va, vb = ax * ax + ay * ay, bx * bx + by * by
    coupling = ax * bx + ay * by + (ax * nx + ay * ny) * (bx * nx + by * ny)
    lagrangian = (m1 * va / 2 + m2 * vb / 2
                  + (m1 * va**2 + m2 * vb**2) / (8 * c * c) + k / r
                  - magnetic * k * coupling / (2 * c * c * r))
    return float(np.dot(state[4:], [ax, ay, bx, by]) - lagrangian)


def orbit(m2, x, ecc=0.6, magnetic=1.0):
    """Integrate from aphelion with m1 = k = L = 1 and c = 1/x."""
    m1, k, c = 1.0, 1.0, 1 / x
    mu = m1 * m2 / (m1 + m2)
    r_far = 1 / (mu * (1 - ecc))
    period = 2 * pi * sqrt(mu * (1 / (mu * (1 - ecc**2)))**3)
    start = np.array([-r_far * mu / m1, 0, r_far * mu / m2, 0,
                      0, -1 / r_far, 0, 1 / r_far])
    args = (m1, m2, k, c, magnetic)
    sol = solve_ivp(motion, (0, 4.8 * period), start, method="DOP853",
                    rtol=1e-12, atol=1e-13, events=separation_rate, args=args)
    assert sol.success
    near = sol.y_events[0]
    assert len(near) == 5
    e0, e1 = energy(start, *args), energy(sol.y[:, -1], *args)
    assert abs(e1 / e0 - 1) < 1e-9
    q = sol.y[:, -1]
    ang = q[0] * q[5] - q[1] * q[4] + q[2] * q[7] - q[3] * q[6]
    assert abs(ang - 1) < 1e-9
    angle = [atan2(s[1] - s[3], s[0] - s[2]) for s in near]
    r_near = float(np.hypot(near[0][0] - near[0][2], near[0][1] - near[0][3]))
    return (angle[-1] - angle[0]) / 4, r_far, r_near, e0


# ---- perturbative ingredients, tested with unequal masses ----
m1, m2, k, L, c = 1.0, 3.0, 0.7, 1.3, 1000.0
mu = m1 * m2 / (m1 + m2)
E = -mu * k**2 * (1 - 0.6**2) / (2 * L**2)


def delta_h(p_sq, pr_sq, r):
    return (-(p_sq**2) * (1 / m1**3 + 1 / m2**3) / (8 * c**2)
            - k * (p_sq + pr_sq) / (2 * m1 * m2 * c**2 * r))


# Reduced Hamiltonian against the energy obtained from the Lagrangian
sep, mom = np.array([0.9, 0.4]), np.array([0.3, -0.7])
dist = float(np.linalg.norm(sep))
test_state = np.concatenate([sep, [0, 0], mom, -mom])
shift = energy(test_state, m1, m2, k, c, 1.0) - (mom @ mom / (2 * mu) - k / dist)
ham_ratio = shift / delta_h(mom @ mom, (mom @ sep / dist)**2, dist)
assert abs(ham_ratio - 1) < 1e-4


def loop(function, ang):
    """Time integral over one Kepler revolution at fixed energy E."""
    a = k / (-2 * E)
    ecc = sqrt(1 + 2 * E * ang**2 / (mu * k**2))
    u = 2 * pi * np.arange(400) / 400
    r = a * (1 - ecc * np.cos(u))
    period = 2 * pi * sqrt(mu * a**3 / k)
    return float(period * np.mean((1 - ecc * np.cos(u)) * function(r)))


def loop_delta_h(ang):
    def integrand(r):
        p_sq = 2 * mu * (E + k / r)
        return delta_h(p_sq, p_sq - ang**2 / r**2, r)
    return loop(integrand, ang)


for ang in (L, 0.9 * L):
    assert abs(loop(lambda r: 1 / r, ang) / (2 * pi * sqrt(mu / (-2 * E))) - 1) < 1e-10
    assert abs(loop(lambda r: r**-2, ang) / (2 * pi * mu / ang) - 1) < 1e-10
    assert abs(loop(lambda r: r**-3, ang) / (2 * pi * mu**2 * k / ang**3) - 1) < 1e-10
step = 1e-4
slope = (loop_delta_h(L + step) - loop_delta_h(L - step)) / (2 * step)
slope_ratio = slope / (pi * (k / (c * L))**2)
assert abs(slope_ratio - 1) < 1e-6


def radial_action():
    """Closed integral of p_r dr, with p_r solved from the full Hamiltonian."""
    A = (1 / m1**3 + 1 / m2**3) / (8 * c**2)
    B = k / (2 * m1 * m2 * c**2)

    def rest(r):                       # H - E at p_r = 0
        l = L**2 / r**2
        return l / (2 * mu) - A * l**2 - k / r - B * l / r - E
    a = k / (-2 * E)
    lo = brentq(rest, 0.38 * a, 0.42 * a, xtol=1e-15)
    hi = brentq(rest, 1.55 * a, 1.65 * a, xtol=1e-15)
    theta = (np.arange(80) + 0.5) * pi / 80
    r = (lo + hi) / 2 + (hi - lo) / 2 * np.cos(theta)
    lin = 1 / (2 * mu) - 2 * A * L**2 / r**2 - 2 * B / r
    pr_sq = -2 * rest(r) / (lin + np.sqrt(lin**2 + 4 * A * rest(r)))
    return float(2 * pi * np.mean(np.sqrt(pr_sq) * (hi - lo) / 2 * np.sin(theta)))


kepler_action = 2 * pi * (-L + k * sqrt(mu / (-2 * E)))
action_ratio = (radial_action() - kepler_action) / (-loop_delta_h(L))
assert abs(action_ratio - 1) < 1e-4

print("Tests with m2/m1 = 3 (ratios, expected 1):")
print(f" Hamiltonian correction, Lagrangian/formula: {ham_ratio:.6f}")
print(f" radial action shift, full/first order: {action_ratio:.6f}")
print(f" dJ/dL divided by pi (k/cL)^2: {slope_ratio:.8f}")

# ---- direct integration of the two-body motion ----
alpha = const.fine_structure
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hbar_c = const.hbar * const.c / const.e * 1e10
predicted = pi * alpha**2
print(f"k = {alpha * hbar_c:.4f} eV angstrom")
print(f"c L = {hbar_c:.3f} eV angstrom (L = hbar)")
print(f"x = k/(cL) = {alpha:.8f}")
print("starting Kepler eccentricity = 0.6")
print(f"predicted advance = {predicted:.6e} rad per revolution")
print(f"predicted advance = {np.degrees(predicted):.6f} degree per revolution")
print(f"revolutions for one full turn = {2 * pi / predicted:.0f}")

partners = {
    "positron": 1.0,
    "antimuon": const.physical_constants["muon-electron mass ratio"][0],
    "proton": const.physical_constants["proton-electron mass ratio"][0],
}
for name, mass in partners.items():
    advance, far, near, e_start = orbit(mass, alpha)
    assert abs(advance / predicted - 1) < 5e-4    # remainder is of order x**2
    full = [orbit(mass, x)[0] / (pi * x**2) for x in (0.04, 0.02)]
    bare = [orbit(mass, x, magnetic=0.0)[0] / (pi * x**2) for x in (0.04, 0.02)]
    full_limit = (4 * full[1] - full[0]) / 3      # removes the x**2 remainder
    bare_limit = (4 * bare[1] - bare[0]) / 3
    a, b = mass / (1 + mass), 1 / (1 + mass)
    assert abs(full_limit - 1) < 1e-4
    assert abs(bare_limit - (a**3 + b**3)) < 1e-4
    print(f"Electron and {name}, mass ratio {mass:.4f}:")
    print(f" largest separation = {far * bohr:.5f} angstrom")
    print(f" smallest separation = {near * bohr:.5f} angstrom")
    print(f" energy without rest energy = {e_start * hartree:.5f} eV")
    print(f" integrated advance = {advance:.6e} rad per revolution")
    print(f" advance/(pi x^2) at x=0.04, 0.02: {full[0]:.6f}, {full[1]:.6f}")
    print(f" extrapolated to x=0: {full_limit:.6f}")
    print(f" same, no velocity-dependent interaction: {bare_limit:.6f}")
    print(f" kinetic share a^3+b^3 = {a**3 + b**3:.6f}, 3ab = {3 * a * b:.6f}")

# A different eccentricity must give the same leading coefficient
other = [orbit(3.0, x, ecc=0.3)[0] / (pi * x**2) for x in (0.04, 0.02)]
other_limit = (4 * other[1] - other[0]) / 3
assert abs(other_limit - 1) < 1e-4
print(f"Mass ratio 3, eccentricity 0.3, extrapolated: {other_limit:.6f}")
print("PASS")
```

Running it gives:

```
Tests with m2/m1 = 3 (ratios, expected 1):
 Hamiltonian correction, Lagrangian/formula: 0.999999
 radial action shift, full/first order: 1.000000
 dJ/dL divided by pi (k/cL)^2: 1.00000001
k = 14.3996 eV angstrom
c L = 1973.270 eV angstrom (L = hbar)
x = k/(cL) = 0.00729735
starting Kepler eccentricity = 0.6
predicted advance = 1.672941e-04 rad per revolution
predicted advance = 0.009585 degree per revolution
revolutions for one full turn = 37558
Electron and positron, mass ratio 1.0000:
 largest separation = 2.64589 angstrom
 smallest separation = 0.66145 angstrom
 energy without rest energy = -4.35383 eV
 integrated advance = 1.672962e-04 rad per revolution
 advance/(pi x^2) at x=0.04, 0.02: 1.000388, 1.000097
 extrapolated to x=0: 1.000000
 same, no velocity-dependent interaction: 0.250000
 kinetic share a^3+b^3 = 0.250000, 3ab = 0.750000
Electron and antimuon, mass ratio 206.7683:
 largest separation = 1.32934 angstrom
 smallest separation = 0.33232 angstrom
 energy without rest energy = -8.66574 eV
 integrated advance = 1.672829e-04 rad per revolution
 advance/(pi x^2) at x=0.04, 0.02: 0.998004, 0.999500
 extrapolated to x=0: 0.999998
 same, no velocity-dependent interaction: 0.985628
 kinetic share a^3+b^3 = 0.985630, 3ab = 0.014370
Electron and proton, mass ratio 1836.1527:
 largest separation = 1.32366 angstrom
 smallest separation = 0.33090 angstrom
 energy without rest energy = -8.70291 eV
 integrated advance = 1.672826e-04 rad per revolution
 advance/(pi x^2) at x=0.04, 0.02: 0.997951, 0.999486
 extrapolated to x=0: 0.999998
 same, no velocity-dependent interaction: 0.998366
 kinetic share a^3+b^3 = 0.998368, 3ab = 0.001632
Mass ratio 3, eccentricity 0.3, extrapolated: 1.000000
PASS
```
